# Low-density electron gas: the Wigner-Seitz sphere against the phonon lattice: test program

```python
# Result under test: the low-density energy per electron of the uniform gas is
#   e = -A/rs + c/rs^(3/2) + ...   (Hartree atomic units)
# Wigner-Seitz ball model: A = 0.9, c = 1.5.
# bcc lattice with harmonic phonons: A about 0.896, c about 1.33.
# rs: radius of the ball that holds one electron on average.
# Lattice quantities are computed in scaled units with rs = 1, so that the
# density is 3/(4 pi) and the volume per electron is 4 pi/3.
# eta: Ewald splitting parameter; D(k): dynamical matrix; omega^2: its eigenvalues.
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import erfc, spherical_jn
from scipy.constants import physical_constants

pi = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- ball model: electrostatics by summing charged shells ----------
def ball_potential_quadrature(x):
    """Energy of the electron at distance x from the centre of a unit ball."""
    inner = quad(lambda s: 3 * s**2, 0, min(x, 1.0))[0] / x
    outer = quad(lambda s: 3 * s, x, 1.0)[0] if x < 1 else 0.0
    return -(inner + outer)

def ball_potential(x):
    return np.where(x < 1, -1.5 + 0.5 * x**2, -1 / x)

for x in (0.1, 0.5, 0.9, 1.7):
    assert abs(ball_potential_quadrature(x) - ball_potential(x)) < 1e-10
centre_energy = ball_potential_quadrature(1e-6)
self_energy = 0.5 * quad(lambda x: -3 * x**2 * ball_potential_quadrature(x),
                         1e-9, 1)[0]
static_ball = centre_energy + self_energy
assert abs(self_energy - 3 / 5) < 1e-7
assert abs(static_ball + 9 / 10) < 1e-7

# ---------- ball model: radial Schroedinger equation, x = r/rs ----------
def solve_ball(rs, x_max=4.0, points=4000):
    """Return rs times the lowest level, and the rms distance over rs."""
    h = x_max / points
    x = h * np.arange(1, points)
    diagonal = 1 / (rs * h**2) + ball_potential(x)
    off = np.full(len(x) - 1, -0.5 / (rs * h**2))
    level, vec = eigh_tridiagonal(diagonal, off, select="i",
                                  select_range=(0, 0))
    weight = vec[:, 0]**2
    return level[0], np.sqrt(np.sum(weight * x**2) / np.sum(weight))

ball_c = {}
ball_rms = {}
ball_level = {}
for rs in (25, 100, 400):
    ball_level[rs], ball_rms[rs] = solve_ball(rs)
    ball_c[rs] = (ball_level[rs] - centre_energy) * np.sqrt(rs)
assert abs(ball_c[400] - 1.5) < 5e-5      # grid error is a few 1e-6
assert abs(ball_c[100] - 1.5) < 2e-4
assert abs(ball_c[25] - 1.5) > 10 * abs(ball_c[100] - 1.5)
assert abs(ball_rms[100] - np.sqrt(1.5) * 100**-0.25) < 1e-3

# ---------- lattices with one electron per volume 4 pi/3 ----------
VOLUME = 4 * pi / 3
def scaled(cell):
    cell = np.array(cell, float)
    return cell * (VOLUME / abs(np.linalg.det(cell)))**(1 / 3)

bcc = scaled([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
fcc = scaled([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
steps = np.arange(-9, 10)
INTEGERS = np.array(np.meshgrid(steps, steps, steps)).reshape(3, -1).T

def nonzero_vectors(cell, cutoff):
    vectors = INTEGERS @ cell
    length = np.linalg.norm(vectors, axis=1)
    return vectors[(length > 1e-9) & (length < cutoff)]

def reciprocal(cell):
    return 2 * pi * np.linalg.inv(cell).T

def lattice_potential(cell, d, eta=1.1):
    """Potential at d of unit charges on the lattice plus background.
    At d = 0 the charge at the origin is left out."""
    d = np.array(d, float)
    volume = abs(np.linalg.det(cell))
    R = nonzero_vectors(cell, 6.5 / eta + 4)
    G = nonzero_vectors(reciprocal(cell), 13 * eta)
    dist = np.linalg.norm(R - d, axis=1)
    G2 = np.sum(G**2, axis=1)
    total = np.sum(erfc(eta * dist) / dist) - pi / (eta**2 * volume)
    total += 4 * pi / volume * np.sum(np.exp(-G2 / (4 * eta**2)) / G2
                                      * np.cos(G @ d))
    size = np.linalg.norm(d)
    if size < 1e-12:
        return total - 2 * eta / np.sqrt(pi)
    return total + erfc(eta * size) / size

static_bcc = 0.5 * lattice_potential(bcc, [0, 0, 0])
static_fcc = 0.5 * lattice_potential(fcc, [0, 0, 0])
assert abs(static_bcc - 0.5 * lattice_potential(bcc, [0, 0, 0], 1.3)) < 1e-9
assert abs(static_bcc + 0.896) < 5e-4
assert static_ball < static_bcc < static_fcc

# One electron moved, all others fixed: curvature must be 1 in each direction.
curvatures = []
for direction in ([1, 0, 0], [1, 1, 0], [1, 1, 1]):
    u = 0.03
    d = u * np.array(direction) / np.linalg.norm(direction)
    rise = lattice_potential(bcc, d) - 1 / u - 2 * static_bcc
    curvatures.append(2 * rise / u**2)
assert max(abs(np.array(curvatures) - 1)) < 5e-3   # quartic terms remain

# ---------- phonons ----------
def dynamical_matrix(cell, k, eta=1.1):
    R = nonzero_vectors(cell, 6.5 / eta)
    r = np.linalg.norm(R, axis=1)
    gauss = 2 * eta / np.sqrt(pi) * np.exp(-(eta * r)**2)
    first = -erfc(eta * r) / r**2 - gauss / r
    second = 2 * erfc(eta * r) / r**3 + 2 * gauss / r**2 + 2 * eta**2 * gauss
    unit = R / r[:, None]
    outer = unit[:, :, None] * unit[:, None, :]
    hessian = ((first / r)[:, None, None] * (np.eye(3) - outer)
               + second[:, None, None] * outer)
    D = ((1 - np.cos(k @ R.T)) @ hessian.reshape(-1, 9)).reshape(-1, 3, 3)
    G = nonzero_vectors(reciprocal(cell), 13 * eta + 6)
    G2 = np.sum(G**2, axis=1)
    wG = np.exp(-G2 / (4 * eta**2)) / G2
    q = k[:, None, :] + np.vstack([np.zeros((1, 3)), G])[None, :, :]
    q2 = np.sum(q**2, axis=2)
    wq = np.exp(-q2 / (4 * eta**2)) / q2
    D += 4 * pi / VOLUME * (np.einsum("kg,kga,kgb->kab", wq, q, q)
                            - np.einsum("g,ga,gb->ab", wG, G, G))
    return D

# Frozen phonon: alternate planes moved by +t e and -t e in a doubled cell.
doubled = bcc.copy()
doubled[0] *= 2
k_half = reciprocal(bcc)[0] / 2
D_half = dynamical_matrix(bcc, k_half[None, :])[0]
frozen_error = 0.0
for e in ([1, 0, 0], [0, 0, 1], [0.6, 0.8, 0], [0, 0.6, -0.8]):
    e = np.array(e, float)
    t = 0.005
    energy = [0.5 * lattice_potential(doubled, bcc[0] - 2 * s * e)
              for s in (-t, 0, t)]
    second_difference = (energy[0] - 2 * energy[1] + energy[2]) / t**2
    frozen_error = max(frozen_error, abs(second_difference - e @ D_half @ e))
assert frozen_error < 2e-3
assert np.ptp(np.linalg.eigvalsh(D_half)) > 0.1    # the case is not isotropic

def phonon_average(cell, N):
    """Zero-point coefficient, mean of tr (D-1)^2, and all omega^2."""
    f = (np.arange(N) + 0.5) / N - 0.5
    grid = np.array(np.meshgrid(f, f, f)).reshape(3, -1).T
    w2 = np.linalg.eigvalsh(dynamical_matrix(cell, grid @ reciprocal(cell)))
    assert w2.min() > 0                            # stable lattice
    assert np.max(abs(w2.sum(axis=1) - 3)) < 1e-8  # frequency sum rule
    c = 0.5 * np.mean(np.sum(np.sqrt(w2), axis=1))
    return c, np.mean(np.sum((w2 - 1)**2, axis=1)), w2

c_coarse = phonon_average(bcc, 10)[0]
c_bcc, spread_bcc, w2_bcc = phonon_average(bcc, 16)
c_fcc = phonon_average(fcc, 16)[0]
assert abs(c_bcc - c_coarse) < 5e-4
assert abs(c_bcc - 1.33) < 5e-3
assert c_bcc < 1.5 and c_fcc < 1.5

# Dipole coupling: direct sum of R^-6, the far part replaced by an integral.
cut = 12.0
R_far = np.linalg.norm(nonzero_vectors(bcc, cut), axis=1)
sum_R6 = np.sum(R_far**-6.0) + 1 / cut**3
assert abs(spread_bcc - 6 * sum_R6) < 5e-3
c_second_order = 1.5 - 3 / 8 * sum_R6
assert abs(c_second_order - c_bcc) < 0.2 * (1.5 - c_bcc)

# ---------- exchange and kinetic energy of the unpolarized gas ----------
kF = (9 * pi / 4)**(1 / 3)                         # at rs = 1
hole = quad(lambda y: spherical_jn(1, y)**2 / y, 1e-9, 200, limit=500)[0]
exchange_from_hole = -9 * pi * (3 / (4 * pi)) / kF**2 * hole
exchange = -3 / (4 * pi) * kF
assert abs(exchange_from_hole - exchange) < 1e-4   # integral cut at y = 200
kinetic = 0.5 * quad(lambda k: k**4, 0, kF)[0] / quad(lambda k: k**2, 0, kF)[0]
assert abs(kinetic - 0.3 * kF**2) < 1e-9

# ---------- printed numbers ----------
print("Coefficients: of 1/rs in Ha bohr, of rs^-3/2 in Ha bohr^1.5")
print(f"ball: electron at centre, 1/rs        {centre_energy:.4f}")
print(f"ball: background self-energy, 1/rs    {self_energy:.4f}")
print(f"ball: static total, 1/rs              {static_ball:.4f}")
for rs in (25, 100, 400):
    print(f"ball: solved c at rs = {rs:3d} bohr       {ball_c[rs]:.5f}")
print(f"bcc: static energy, 1/rs              {static_bcc:.6f}")
print(f"fcc: static energy, 1/rs              {static_fcc:.6f}")
print(f"bcc minus ball, static, 1/rs          {static_bcc - static_ball:.4f}")
print("bcc on-site curvature (units rs^-3), 100, 110, 111:",
      " ".join(f"{v:.4f}" for v in curvatures))
print(f"frozen-phonon largest error (rs^-3)   {frozen_error:.1e}")
print(f"bcc: phonon c, 10^3 k-points          {c_coarse:.4f}")
print(f"bcc: phonon c, 16^3 k-points          {c_bcc:.4f}")
print(f"fcc: phonon c, 16^3 k-points          {c_fcc:.4f}")
print(f"ball c over bcc c (no unit)           {1.5 / c_bcc:.3f}")
print(f"bcc: sum of (R/rs)^-6 (no unit)       {sum_R6:.4f}")
print(f"bcc: mean tr(D-1)^2 (units rs^-6)     {spread_bcc:.4f}")
print(f"bcc: six times the R^-6 sum           {6 * sum_R6:.4f}")
print(f"bcc: c to second order in dipoles     {c_second_order:.4f}")
print(f"exchange, 1/rs                        {exchange:.4f}")
print(f"correlation, bcc, 1/rs                {static_bcc - exchange:.4f}")
print(f"correlation, ball, 1/rs               {static_ball - exchange:.4f}")
print(f"free kinetic energy, rs^-2, Ha bohr^2 {kinetic:.4f}")
RS = 100
print(f"Example: rs = {RS} bohr")
for name, A, c in (("ball", static_ball, 1.5), ("bcc", static_bcc, c_bcc)):
    total = A / RS + c / RS**1.5
    print(f"{name}: static {1e3 * A / RS:.4f} mHa, zero-point "
          f"{1e3 * c / RS**1.5:.4f} mHa")
    print(f"{name}: sum {1e3 * total:.4f} mHa = {total * HARTREE_EV:.4f} eV")
solved = (ball_level[RS] + self_energy) / RS
print(f"ball: solved total energy {1e3 * solved:.4f} mHa")
print(f"ball: solved rms displacement / rs {ball_rms[RS]:.4f}")
print(f"ball: formula rms displacement / rs {np.sqrt(1.5) * RS**-0.25:.4f}")
print("OK")
```

Output:

```
Coefficients: of 1/rs in Ha bohr, of rs^-3/2 in Ha bohr^1.5
ball: electron at centre, 1/rs        -1.5000
ball: background self-energy, 1/rs    0.6000
ball: static total, 1/rs              -0.9000
ball: solved c at rs =  25 bohr       1.49748
ball: solved c at rs = 100 bohr       1.49999
ball: solved c at rs = 400 bohr       1.50000
bcc: static energy, 1/rs              -0.895929
fcc: static energy, 1/rs              -0.895874
bcc minus ball, static, 1/rs          0.0041
bcc on-site curvature (units rs^-3), 100, 110, 111: 0.9998 1.0000 1.0001
frozen-phonon largest error (rs^-3)   2.5e-05
bcc: phonon c, 10^3 k-points          1.3288
bcc: phonon c, 16^3 k-points          1.3286
fcc: phonon c, 16^3 k-points          1.3333
ball c over bcc c (no unit)           1.129
bcc: sum of (R/rs)^-6 (no unit)       0.4139
bcc: mean tr(D-1)^2 (units rs^-6)     2.4831
bcc: six times the R^-6 sum           2.4832
bcc: c to second order in dipoles     1.3448
exchange, 1/rs                        -0.4582
correlation, bcc, 1/rs                -0.4378
correlation, ball, 1/rs               -0.4418
free kinetic energy, rs^-2, Ha bohr^2 1.1050
Example: rs = 100 bohr
ball: static -9.0000 mHa, zero-point 1.5000 mHa
ball: sum -7.5000 mHa = -0.2041 eV
bcc: static -8.9593 mHa, zero-point 1.3286 mHa
bcc: sum -7.6306 mHa = -0.2076 eV
ball: solved total energy -7.5000 mHa
ball: solved rms displacement / rs 0.3873
ball: formula rms displacement / rs 0.3873
OK
```
